# Separating Gaussian and Lorentzian Widths in a Photoelectron Peak: verification in Python

```python
"""Lorentzian width recovered from a Voigt peak.

Result under test: if V, G, L are the full widths at half maximum of a Voigt
peak, its Gaussian part and its Lorentzian part, then approximately
    V = A*L + sqrt(B*L^2 + G^2),  A = 0.5346, B = 0.2166  (Olivero-Longbothum)
and therefore
    L = (V^2 - G^2) / (A*V + sqrt(B*V^2 + (A^2 - B)*G^2)).
For V = 1.00 eV and G = 0.80 eV this gives L near 0.34 eV.
Exact widths come from the Faddeeva function and from direct convolution.
All energies are in eV. Negative x means lower kinetic energy.
"""
import numpy as np
from scipy.optimize import brentq, minimize_scalar
from scipy.special import wofz, dawsn

A, B = 0.5346, 0.2166
H = np.sqrt(np.log(2.0))


def approx_total(L, G):
    return A * L + np.sqrt(B * L**2 + G**2)


def recovered_L(V, G):
    return (V**2 - G**2) / (A * V + np.sqrt(B * V**2 + (A**2 - B) * G**2))


def voigt(x, L, G):
    """Voigt profile, not normalized; G must be positive."""
    return wofz((2 * H * x + 1j * H * L) / G).real


def exact_total(L, G):
    """Full width at half maximum of the exact Voigt profile."""
    half = 0.5 * voigt(0.0, L, G)
    return 2 * brentq(lambda x: voigt(x, L, G) - half, 0.0, L + G,
                      xtol=1e-14, rtol=1e-13)


def exact_L(V, G):
    return brentq(lambda L: exact_total(L, G) - V, 1e-6, V, xtol=1e-12)


def width_of(profile, reach=1.6):
    """Full width at half maximum of any single peak close to x = 0."""
    top = minimize_scalar(lambda x: -profile(x), bounds=(-0.6, 0.4),
                          method="bounded", options={"xatol": 1e-8})
    half = -0.5 * top.fun
    left = brentq(lambda x: profile(x) - half, -reach, top.x)
    right = brentq(lambda x: profile(x) - half, top.x, reach)
    return right - left


def asymmetric_total(L, G, alpha):
    """Width of a Doniach-Sunjic line convolved with a Gaussian.

    L is twice the line's energy parameter; alpha = 0 is a Lorentzian."""
    u = np.linspace(-3.0, 3.0, 3001)
    gauss = np.exp(-4 * np.log(2.0) * (u / G)**2)
    g = L / 2

    def profile(x):
        e = x - u
        phase = np.pi * alpha / 2 + (1 - alpha) * np.arctan(e / g)
        line = np.cos(phase) / (e**2 + g**2)**((1 - alpha) / 2)
        return float(np.sum(gauss * line))
    return width_of(profile)


V, G = 1.00, 0.80
L = recovered_L(V, G)

# The Faddeeva profile has the width of the directly convolved profile.
V_exact = exact_total(L, G)
V_convolved = asymmetric_total(L, G, 0.0)
assert abs(V_exact - V_convolved) < 1e-6

# The closed inverse agrees with numerical roots of both forward relations.
L_numeric = brentq(lambda t: approx_total(t, G) - V, 0.0, V)
L_true = exact_L(V, G)
assert abs(L - L_numeric) < 1e-10
assert abs(L - L_true) < 1e-3
assert abs(L - 0.34) < 0.005

# Only one root of the squared equation solves the original equation.
roots = np.sort(np.roots([A**2 - B, -2 * A * V, V**2 - G**2]).real)
assert abs(roots[0] - L) < 1e-10
assert V - A * roots[1] < 0
assert abs(approx_total(roots[1], G) - V) > 1

# Exact initial slope of the total width against the Lorentzian width.
slope = (4 * H * dawsn(H) - 1) / (np.sqrt(np.pi) * H)
slope_numeric = (exact_total(1e-3, 1.0) - 1.0) / 1e-3
assert abs(slope - slope_numeric) < 1e-3

# Accuracy over all width ratios, and the best single free coefficient.
shares = np.linspace(0.005, 0.995, 100)
exact_widths = np.array([exact_total(s, 1 - s) for s in shares])
worst = np.max(np.abs(approx_total(shares, 1 - shares) / exact_widths - 1))
assert worst < 5e-4


def worst_for(a):
    trial = a * shares + np.sqrt(((1 - a) * shares)**2 + (1 - shares)**2)
    return np.max(np.abs(trial / exact_widths - 1))


best = minimize_scalar(worst_for, bounds=(0.52, 0.55), method="bounded",
                       options={"xatol": 1e-7})
assert abs(best.x - A) < 0.002
assert abs(A + np.sqrt(B) - 1) < 1e-4

# Sensitivities against finite differences of the exact inverse.
S = A * V - (A**2 - B) * L
dL_dV, dL_dG = (V - A * L) / S, -G / S
d = 1e-3
fd_V = (exact_L(V + d, G) - exact_L(V - d, G)) / (2 * d)
fd_G = (exact_L(V, G + d) - exact_L(V, G - d)) / (2 * d)
assert abs(dL_dV / fd_V - 1) < 0.01
assert abs(dL_dG / fd_G - 1) < 0.01

# Two wrong subtraction rules, judged by the exact total width they imply.
L_linear, L_quadrature = V - G, np.sqrt(V**2 - G**2)
V_linear = exact_total(L_linear, G)
V_quadrature = exact_total(L_quadrature, G)
assert V_linear < V - 0.03 and V_quadrature > V + 0.03

# Neglected effects, with rough platinum-like inputs.
splitting, area_ratio = 3.3, 0.75
V_doublet = width_of(lambda x: voigt(x, L, G)
                     + area_ratio * voigt(x + splitting, L, G))
pedestal = 0.02
V_pedestal = width_of(lambda x: voigt(x, L, G)
                      + pedestal * voigt(0.0, L, G))
phonon = 0.10
G_phonon = np.hypot(G, phonon)
assert V_doublet > V_exact and V_pedestal > V_exact

print(f"Total width V                         {V:.2f} eV")
print(f"Gaussian width G                      {G:.2f} eV")
print(f"Coefficients a, b                     {A:.4f}, {B:.4f}")
print(f"a + sqrt(b)                           {A + np.sqrt(B):.6f}")
print(f"a^2 - b                               {A**2 - B:.6f}")
print(f"V^2 - G^2                             {V**2 - G**2:.4f} eV^2")
inner = np.sqrt(B * V**2 + (A**2 - B) * G**2)
print(f"sqrt(b V^2 + (a^2-b) G^2)             {inner:.6f} eV")
print(f"Denominator of L                      {A * V + inner:.6f} eV")
print(f"Recovered Lorentzian width L          {L:.4f} eV")
print(f"Rejected root                         {roots[1]:.2f} eV")
print(f"V - a L for the rejected root         {V - A * roots[1]:.2f} eV")
print(f"Check: a L                            {A * L:.4f} eV")
print(f"Check: sqrt(b L^2 + G^2)              {np.sqrt(B*L**2+G**2):.4f} eV")
print(f"Exact Voigt width for this L          {V_exact:.5f} eV")
print(f"Same width by direct convolution      {V_convolved:.5f} eV")
print(f"L from the exact Voigt width          {L_true:.4f} eV")
print(f"Exact initial slope dV/dL             {slope:.4f}")
print(f"Numerical initial slope               {slope_numeric:.4f}")
print(f"Worst relative error, published a     {100 * worst:.4f} %")
print(f"Best a by smallest worst error        {best.x:.4f}")
print(f"Worst relative error, best a          {100 * best.fun:.4f} %")
print(f"dL/dV formula, exact                  {dL_dV:.3f}, {fd_V:.3f}")
print(f"dL/dG formula, exact                  {dL_dG:.3f}, {fd_G:.3f}")
print(f"Change of L for +0.02 eV in V         {0.02 * dL_dV:+.3f} eV")
print(f"Change of L for +0.02 eV in G         {0.02 * dL_dG:+.3f} eV")
print(f"Linear rule: L, implied V             {L_linear:.3f}, {V_linear:.3f} eV")
print(f"Quadrature rule: L, implied V         {L_quadrature:.3f}, "
      f"{V_quadrature:.3f} eV")

for alpha in (0.1, 0.2):
    V_asym = asymmetric_total(L, G, alpha)
    L_asym = brentq(lambda t: asymmetric_total(t, G, alpha) - V,
                    0.02, L, xtol=1e-7)
    assert V_asym > V_exact and L_asym < L
    print(f"Asymmetry {alpha:.1f}: V at Lorentzian L     {V_asym:.3f} eV")
    print(f"  L the symmetric formula then reads  "
          f"{recovered_L(V_asym, G):.3f} eV")
    print(f"  Lorentzian parameter giving V=1.00  {L_asym:.3f} eV")

print(f"Partner: splitting, area ratio        {splitting:.1f} eV, "
      f"{area_ratio:.2f}")
print(f"  apparent V, recovered L             {V_doublet:.4f}, "
      f"{recovered_L(V_doublet, G):.4f} eV")
print(f"Flat background / peak height         {pedestal:.2f}")
print(f"  apparent V, recovered L             {V_pedestal:.4f}, "
      f"{recovered_L(V_pedestal, G):.4f} eV")
print(f"Overlooked phonon Gaussian width      {phonon:.2f} eV")
print(f"  corrected G, corrected L            {G_phonon:.4f}, "
      f"{recovered_L(V, G_phonon):.4f} eV")
print("all good")
```

Output:

```
Total width V                         1.00 eV
Gaussian width G                      0.80 eV
Coefficients a, b                     0.5346, 0.2166
a + sqrt(b)                           1.000003
a^2 - b                               0.069197
V^2 - G^2                             0.3600 eV^2
sqrt(b V^2 + (a^2-b) G^2)             0.510770 eV
Denominator of L                      1.045370 eV
Recovered Lorentzian width L          0.3444 eV
Rejected root                         15.11 eV
V - a L for the rejected root         -7.08 eV
Check: a L                            0.1841 eV
Check: sqrt(b L^2 + G^2)              0.8159 eV
Exact Voigt width for this L          0.99979 eV
Same width by direct convolution      0.99979 eV
L from the exact Voigt width          0.3447 eV
Exact initial slope dV/dL             0.5325
Numerical initial slope               0.5327
Worst relative error, published a     0.0237 %
Best a by smallest worst error        0.5345
Worst relative error, best a          0.0215 %
dL/dV formula, exact                  1.597, 1.597
dL/dG formula, exact                  -1.566, -1.565
Change of L for +0.02 eV in V         +0.032 eV
Change of L for +0.02 eV in G         -0.031 eV
Linear rule: L, implied V             0.200, 0.912 eV
Quadrature rule: L, implied V         0.600, 1.168 eV
Asymmetry 0.1: V at Lorentzian L     1.086 eV
  L the symmetric formula then reads  0.477 eV
  Lorentzian parameter giving V=1.00  0.222 eV
Asymmetry 0.2: V at Lorentzian L     1.205 eV
  L the symmetric formula then reads  0.654 eV
  Lorentzian parameter giving V=1.00  0.089 eV
Partner: splitting, area ratio        3.3 eV, 0.75
  apparent V, recovered L             1.0040, 0.3508 eV
Flat background / peak height         0.02
  apparent V, recovered L             1.0152, 0.3685 eV
Overlooked phonon Gaussian width      0.10 eV
  corrected G, corrected L            0.8062, 0.3346 eV
all good
```
